# Counting SCF iterations for six digits: linear and Krylov mixing: a program that tests the result

```python
"""
Result under test: mixing steps needed to reduce an SCF residual by 1e-6.
  optimal linear mixing : ln(1e6) / (2 artanh(1/kappa))
                          ~ (kappa/2) ln(1e6)
  Krylov mixing         : arcosh(1e6) / (2 artanh(1/sqrt(kappa)))
                          ~ (sqrt(kappa)/2) ln(2e6)
Symbols: residual f = F(x) - x; J = 1 - F' is symmetric and positive;
kappa = largest / smallest eigenvalue of J; step = mixing parameter.
The Krylov formula is a sharp worst-case bound. Leaving out the 2 in ln(2e6)
gives a slightly low estimate. A nonlinear tight-binding ring with Poisson
interaction tests the linear theory; its energies are in units of hopping t.
"""
import math
import numpy as np
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

GAIN = 1.0e6
GOAL = 1.0 / GAIN
norm = np.linalg.norm


def linear_steps(kappa):
    return math.log(GAIN) / (2 * math.atanh(1 / kappa))


def krylov_steps(kappa):
    return math.acosh(GAIN) / (2 * math.atanh(1 / math.sqrt(kappa)))


def run_linear(residual, x, step, goal=GOAL, limit=20000):
    """Iterate linear mixing; return count, final x, residual ratio."""
    f = residual(x)
    initial = norm(f)
    count = 0
    while norm(f) > goal * initial and count < limit:
        x = x + step * f
        f = residual(x)
        count += 1
    return count, x, norm(f) / initial


def run_krylov(spectrum, start_residual, limit=1000):
    """Minimum residual norms in growing Krylov spaces of diagonal J."""
    r = start_residual / norm(start_residual)
    direction = r.copy()
    basis = np.empty((len(r), 0))
    ratios = [1.0]
    while ratios[-1] > GOAL and len(ratios) <= limit:
        w = spectrum * direction
        for _ in range(2):
            w = w - basis @ (basis.T @ w)
        w = w / norm(w)
        r = r - w * (w @ r)
        basis = np.column_stack((basis, w))
        direction = w
        ratios.append(norm(r))
    return ratios


def run_anderson(residual, x, step, limit=200):
    """Full-history Anderson mixing; return count and optimized norms."""
    f = residual(x)
    initial = norm(f)
    xs, fs, optimized = [x], [f], []
    while norm(fs[-1]) > GOAL * initial and len(xs) <= limit:
        x_bar, f_bar = xs[-1], fs[-1]
        if len(xs) > 1:
            dx = np.diff(np.array(xs), axis=0).T
            df = np.diff(np.array(fs), axis=0).T
            scale = norm(df, axis=0)
            gamma = np.linalg.lstsq(df / scale, f_bar, rcond=None)[0] / scale
            x_bar = x_bar - dx @ gamma
            f_bar = f_bar - df @ gamma
        optimized.append(norm(f_bar) / initial)
        xs.append(x_bar + step * f_bar)
        fs.append(residual(xs[-1]))
    assert norm(fs[-1]) <= GOAL * initial
    return len(xs) - 1, optimized


# Model spectra with smallest eigenvalue 1 and largest eigenvalue kappa.
kappas = [10, 100, 1000]
table = {}


def record(label, value):
    table.setdefault(label, []).append(value)


for kappa in kappas:
    spectrum = np.geomspace(1.0, kappa, 400)

    def model_residual(x):
        return -spectrum * x

    # Numerical search for the best step, compared with the derived optimum.
    search = minimize_scalar(
        lambda a: np.max(np.abs(1 - a * spectrum)),
        bounds=(0, 2 / kappa), method="bounded",
        options={"xatol": 1e-11})
    best_step = 2 / (1 + kappa)
    best_rate = (kappa - 1) / (kappa + 1)
    assert abs(search.x / best_step - 1) < 1e-5
    assert abs(search.fun - best_rate) < 1e-6

    # The slowest mode alone is a worst-case start for linear mixing.
    slow_start = np.zeros(len(spectrum))
    slow_start[0] = 1.0
    count_linear, _, _ = run_linear(model_residual, slow_start, best_step)
    assert count_linear == math.ceil(linear_steps(kappa))
    count_safe, _, _ = run_linear(model_residual, slow_start, 1 / kappa)
    assert count_safe == math.ceil(math.log(GAIN) / -math.log1p(-1 / kappa))
    assert 1.9 < count_safe / count_linear < 2.02

    # A spectrum and start for which the Chebyshev bound is attained.
    degree = math.floor(krylov_steps(kappa))
    angles = np.pi * np.arange(degree + 1) / degree
    extrema = (kappa + 1) / 2 + (kappa - 1) / 2 * np.cos(angles)
    end_factor = np.ones(degree + 1)
    end_factor[[0, -1]] = 0.5
    hard = run_krylov(extrema, np.sqrt(end_factor / extrema))
    bound = 1 / math.cosh(2 * degree * math.atanh(1 / math.sqrt(kappa)))
    assert abs(hard[degree] / bound - 1) < 1e-4
    count_krylov = len(hard) - 1
    assert count_krylov == math.ceil(krylov_steps(kappa))

    # Equal residual components on the log-spaced spectrum.
    equal = np.ones(len(spectrum))
    typical_linear, _, _ = run_linear(model_residual, equal / spectrum,
                                      best_step)
    typical = run_krylov(spectrum, equal)
    for n, ratio in enumerate(typical):
        limit_n = 1 / math.cosh(2 * n * math.atanh(1 / math.sqrt(kappa)))
        assert ratio <= limit_n * (1 + 1e-6)
    assert typical_linear <= count_linear
    assert len(typical) - 1 <= count_krylov

    if kappa == 10:
        _, optimized = run_anderson(model_residual, -equal / spectrum,
                                    best_step)
        shared = min(len(optimized), len(typical))
        assert shared > 10
        # Rounding is magnified relative to residuals near 1e-6.
        assert np.allclose(optimized[:shared], typical[:shared],
                           rtol=1e-3, atol=0)
        anderson_deviation = np.max(np.abs(
            np.array(optimized[:shared]) / np.array(typical[:shared]) - 1))

    simple_linear = kappa / 2 * math.log(GAIN)
    simple_krylov = math.sqrt(kappa) / 2 * math.log(GAIN)
    full_krylov = math.sqrt(kappa) / 2 * math.log(2 * GAIN)
    assert abs(simple_linear / count_linear - 1) < 0.01
    assert simple_krylov < count_krylov
    assert abs(simple_krylov / krylov_steps(kappa) - 1) < 0.05
    assert abs(full_krylov / krylov_steps(kappa) - 1) < 0.04
    record("best step times smallest eigenvalue", f"{best_step:.6f}")
    record("best step / stability limit", f"{best_step * kappa / 2:.4f}")
    record("linear residual factor per step", f"{best_rate:.6f}")
    record("linear simple estimate", f"{simple_linear:.1f}")
    record("linear exact formula", f"{linear_steps(kappa):.2f}")
    record("linear worst-case iterated", f"{count_linear}")
    record("linear at half stability limit", f"{count_safe}")
    record("Krylov simple estimate", f"{simple_krylov:.1f}")
    record("Krylov estimate with ln(2e6)", f"{full_krylov:.1f}")
    record("Krylov exact bound formula", f"{krylov_steps(kappa):.2f}")
    record("Krylov worst-case iterated", f"{count_krylov}")
    record("simple / exact Krylov",
           f"{simple_krylov / krylov_steps(kappa):.4f}")
    record("worst-case count ratio", f"{count_linear / count_krylov:.2f}")
    record("linear log-spaced spectrum", f"{typical_linear}")
    record("Krylov log-spaced spectrum", f"{len(typical) - 1}")

# Nonlinear SCF ring: hopping 1, two spins, neutralizing background.
sites, electrons = 48, 38
temperature, interaction = 0.2, 1.0
identity = np.eye(sites)
neighbours = np.roll(identity, 1, axis=0) + np.roll(identity, -1, axis=0)
laplace_values, laplace_vectors = np.linalg.eigh(2 * identity - neighbours)
modes = laplace_vectors[:, 1:]
root_k = np.sqrt(interaction / laplace_values[1:])
position = 2 * np.pi * np.arange(sites) / sites
external = 0.5 * np.cos(5 * position) + 0.3 * np.sin(2 * position)


def ring_residual(x):
    """SCF residual in the variable sqrt(K) times density."""
    potential = external + modes @ (root_k * x)
    energy, orbital = np.linalg.eigh(-neighbours + np.diag(potential))

    def excess(mu):
        return 2 * np.sum(expit((mu - energy) / temperature)) - electrons

    mu = brentq(excess, energy[0] - 10, energy[-1] + 10,
                xtol=1e-14, rtol=1e-14)
    occupation = 2 * expit((mu - energy) / temperature)
    density = (orbital ** 2) @ occupation
    return root_k * (modes.T @ density) - x


_, solution, final_ratio = run_linear(
    ring_residual, np.zeros(sites - 1), 0.05, goal=1e-11, limit=3000)
assert final_ratio <= 1e-11

jacobian = np.empty((sites - 1, sites - 1))
for j in range(sites - 1):
    shift = np.zeros(sites - 1)
    shift[j] = 1e-4 / root_k[j]
    change = ring_residual(solution + shift) - ring_residual(solution - shift)
    jacobian[:, j] = -change / (2 * shift[j])
asymmetry = np.max(np.abs(jacobian - jacobian.T))
assert asymmetry < 1e-5
eigenvalues, eigenvectors = np.linalg.eigh((jacobian + jacobian.T) / 2)
smallest, largest = eigenvalues[0], eigenvalues[-1]
assert smallest > 1
ring_kappa = largest / smallest
ring_step = 2 / (smallest + largest)


def displaced(weights):
    """Start near the solution with chosen residual components."""
    amplitudes = 1e-4 * weights / norm(weights)
    return solution - eigenvectors @ (amplitudes / eigenvalues)


ends = np.zeros(sites - 1)
ends[[0, -1]] = 1.0
ring_worst, _, _ = run_linear(ring_residual, displaced(ends), ring_step)
# One whole-step rounding plus a small nonlinear shift is allowed.
assert abs(ring_worst - linear_steps(ring_kappa)) <= 1.5

all_modes = np.ones(sites - 1)
ring_linear, _, _ = run_linear(ring_residual, displaced(all_modes), ring_step)
ring_anderson, _ = run_anderson(ring_residual, displaced(all_modes), ring_step)
assert ring_linear <= math.ceil(linear_steps(ring_kappa)) + 1
assert ring_anderson <= math.ceil(krylov_steps(ring_kappa)) + 1
assert ring_anderson < ring_linear
_, _, growth = run_linear(ring_residual, displaced(all_modes),
                          2.1 / largest, limit=50)
assert growth > 1

print(f"ln(1e6) [1]: {math.log(GAIN):.4f}")
print(f"ln(2e6) [1]: {math.log(2 * GAIN):.4f}")
print("kappa [1]:", *kappas)
dimensionless = {
    "best step times smallest eigenvalue", "best step / stability limit",
    "linear residual factor per step", "simple / exact Krylov",
    "worst-case count ratio"}
for label, values in table.items():
    unit = "1" if label in dimensionless else "steps"
    print(f"{label} [{unit}]:", *values)
print(f"Anderson-Krylov max relative gap [1]: {anderson_deviation:.1e}")
print(f"ring sites [1]: {sites}")
print(f"ring electrons [1]: {electrons}")
print(f"ring thermal energy [t]: {temperature:.2f}")
print(f"ring interaction strength [t]: {interaction:.2f}")
print("ring external amplitudes [t]: 5th harmonic "
      f"{2 * np.mean(external * np.cos(5 * position)):.2f}, 2nd "
      f"{2 * np.mean(external * np.sin(2 * position)):.2f}")
print(f"ring Jacobian asymmetry [1]: {asymmetry:.1e}")
print(f"ring smallest eigenvalue [1]: {smallest:.4f}")
print(f"ring largest eigenvalue [1]: {largest:.4f}")
print(f"ring kappa [1]: {ring_kappa:.3f}")
print(f"ring best step [1]: {ring_step:.5f}")
print(f"ring linear simple estimate [steps]: "
      f"{ring_kappa / 2 * math.log(GAIN):.1f}")
print(f"ring linear exact formula [steps]: {linear_steps(ring_kappa):.2f}")
print(f"ring linear, two end modes [steps]: {ring_worst}")
print(f"ring linear, all modes [steps]: {ring_linear}")
print(f"ring Krylov simple estimate [steps]: "
      f"{math.sqrt(ring_kappa) / 2 * math.log(GAIN):.1f}")
print(f"ring Krylov bound formula [steps]: {krylov_steps(ring_kappa):.2f}")
print(f"ring Anderson, all modes [steps]: {ring_anderson}")
print(f"ring unstable step / limit [1]: {2.1 / 2:.2f}")
print(f"ring residual growth in 50 unstable steps [1]: {growth:.2f}")
print("every check passed")
```

Running it gives:

```
ln(1e6) [1]: 13.8155
ln(2e6) [1]: 14.5087
kappa [1]: 10 100 1000
best step times smallest eigenvalue [1]: 0.181818 0.019802 0.001998
best step / stability limit [1]: 0.9091 0.9901 0.9990
linear residual factor per step [1]: 0.818182 0.980198 0.998002
linear simple estimate [steps]: 69.1 690.8 6907.8
linear exact formula [steps]: 68.85 690.75 6907.75
linear worst-case iterated [steps]: 69 691 6908
linear at half stability limit [steps]: 132 1375 13809
Krylov simple estimate [steps]: 21.8 69.1 218.4
Krylov estimate with ln(2e6) [steps]: 22.9 72.5 229.4
Krylov exact bound formula [steps]: 22.15 72.30 229.33
Krylov worst-case iterated [steps]: 23 73 230
simple / exact Krylov [1]: 0.9860 0.9554 0.9525
worst-case count ratio [1]: 3.00 9.47 30.03
linear log-spaced spectrum [steps]: 60 582 5753
Krylov log-spaced spectrum [steps]: 22 68 161
Anderson-Krylov max relative gap [1]: 7.8e-12
ring sites [1]: 48
ring electrons [1]: 38
ring thermal energy [t]: 0.20
ring interaction strength [t]: 1.00
ring external amplitudes [t]: 5th harmonic 0.50, 2nd 0.30
ring Jacobian asymmetry [1]: 6.2e-10
ring smallest eigenvalue [1]: 1.1410
ring largest eigenvalue [1]: 21.5566
ring kappa [1]: 18.893
ring best step [1]: 0.08812
ring linear simple estimate [steps]: 130.5
ring linear exact formula [steps]: 130.39
ring linear, two end modes [steps]: 131
ring linear, all modes [steps]: 124
ring Krylov simple estimate [steps]: 30.0
ring Krylov bound formula [steps]: 30.97
ring Anderson, all modes [steps]: 14
ring unstable step / limit [1]: 1.05
ring residual growth in 50 unstable steps [1]: 18.16
every check passed
```
